# Modified Dirac Equation and Restricted Kinetic Balance: Identical Matrices

One electron moves in a real scalar potential $V(\mathbf r)$, with no vector potential. In Hartree atomic units, with the energy $E$ counted from the rest energy, the Dirac equation for the large and small two-component functions $\psi_L,\psi_S$ is

$$V\psi_L+c\,(\sigma\cdot p)\psi_S=E\psi_L, \tag{1}$$
$$c\,(\sigma\cdot p)\psi_L+(V-2c^2)\psi_S=E\psi_S, \tag{2}$$

where $p=-i\nabla$ and $\sigma$ is the vector of Pauli matrices. The potential is regular except for possible Coulomb singularities $-Z/r$ at point nuclei.

There are two ways to bring these equations into a finite basis. One replaces $\psi_S$ by a "pseudo-large" function $\phi$ and expands $\psi_L$ and $\phi$ in the same functions. The other keeps $\psi_S$ and gives it basis functions of its own, built from those of $\psi_L$. The problem is to find out how the two are related.

## (a) The modified equation

**Define $\phi$ by $\psi_S=(\sigma\cdot p)\phi/(2c)$. Derive equations for $\psi_L$ and $\phi$ in which the operator next to $E$ contains no spin, and check that nothing has been lost.**

**Solution.** The Pauli matrices obey $\sigma_j\sigma_k=\delta_{jk}+i\sum_l\epsilon_{jkl}\sigma_l$. Since $p_jp_k$ is symmetric in $j,k$, the antisymmetric term drops out and

$$(\sigma\cdot p)^2=p^2=2\hat T,\qquad \hat T=p^2/2 .$$

In (1) the coupling becomes $c(\sigma\cdot p)(\sigma\cdot p)\phi/(2c)=\hat T\phi$. Hence

$$V\psi_L+\hat T\phi=E\psi_L. \tag{3}$$

Multiply (2) from the left by $(\sigma\cdot p)/(2c)$. Its three terms become

$$\tfrac12(\sigma\cdot p)^2\psi_L=\hat T\psi_L,$$
$$\frac{(\sigma\cdot p)(V-2c^2)(\sigma\cdot p)}{4c^2}\phi=\frac{(\sigma\cdot p)V(\sigma\cdot p)}{4c^2}\phi-\hat T\phi,$$
$$E\,\frac{(\sigma\cdot p)^2}{4c^2}\phi=E\,\frac{\hat T}{2c^2}\phi .$$

Therefore

$$\hat T\psi_L+\left[\frac{(\sigma\cdot p)V(\sigma\cdot p)}{4c^2}-\hat T\right]\phi=E\,\frac{\hat T}{2c^2}\phi. \tag{4}$$

Equations (3) and (4) are the modified Dirac equation.

Two points need checking. First, does $\phi$ exist? In Fourier space the definition is solved by $\tilde\phi(\mathbf k)=2c\,(\sigma\cdot k)\tilde\psi_S(\mathbf k)/k^2$. For a bound state whose $\psi_S$ is integrable as well as square-integrable, $\tilde\psi_S$ is bounded, so $|\tilde\phi|^2$ grows at most as $1/k^2$ near $k=0$. This is integrable in three dimensions, and $\phi$ is square-integrable.

Second, does (4) imply (2)? Let $R$ be the left side minus the right side of (2), taken to be square-integrable. Equation (4) says $(\sigma\cdot p)R=0$. Applying $\sigma\cdot p$ again gives $k^2\tilde R=0$, so $\tilde R$ vanishes except possibly at the single point $k=0$, and $R=0$.

## (b) The same basis for both functions

**Expand $\psi_L=\sum_\nu A_\nu\chi_\nu$ and $\phi=\sum_\nu B_\nu\chi_\nu$ in $n$ linearly independent two-component functions. Project (3) and (4) on the $\chi_\mu$.**

**Solution.** Let the $\chi_\mu$ be smooth and decay, with their derivatives, fast enough for all integrals to exist; Gaussians times spin functions qualify. Define

$$S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle,\quad V_{\mu\nu}=\langle\chi_\mu|V\chi_\nu\rangle,\quad T_{\mu\nu}=\langle\chi_\mu|\hat T\chi_\nu\rangle,$$
$$W_{\mu\nu}=\langle\chi_\mu|(\sigma\cdot p)V(\sigma\cdot p)\chi_\nu\rangle .$$

From here on $S,V,T,W$ in matrix equations are these matrices. Taking the inner product of each equation with $\chi_\mu$ gives

$$\begin{pmatrix}V&T\\T&\dfrac{W}{4c^2}-T\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}=E\begin{pmatrix}S&0\\0&\dfrac{T}{2c^2}\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}. \tag{5}$$

The use of one basis matters here: the same matrix $T$ appears in both couplings, in the lower diagonal block and in the lower metric.

## (c) Moving $\sigma\cdot p$ across an inner product

**Show that $\langle(\sigma\cdot p)u|v\rangle=\langle u|(\sigma\cdot p)v\rangle$ for $u=\chi_\mu$, both when $v=(\sigma\cdot p)\chi_\nu$ and when $v=V(\sigma\cdot p)\chi_\nu$ with a point nucleus.**

**Solution.** Because the Pauli matrices are Hermitian, $[(\sigma\cdot p)u]^\dagger=i\sum_k(\partial_ku)^\dagger\sigma_k$. The product rule then gives

$$\langle(\sigma\cdot p)u|v\rangle-\langle u|(\sigma\cdot p)v\rangle=i\int\sum_k\partial_k\!\left(u^\dagger\sigma_kv\right)d^3r=i\oint u^\dagger(\sigma\cdot\mathbf n)\,v\,dS, \tag{6}$$

with $\mathbf n$ the outward normal of the integration region. The surface at infinity contributes nothing, because the functions decay.

If $v$ contains $V=-Z/r$, first cut out a sphere of radius $\varepsilon$ around the nucleus. On it $u$ and $(\sigma\cdot p)\chi_\nu$ are bounded, $|V|=Z/\varepsilon$, and the area is $4\pi\varepsilon^2$. The surface term is therefore at most of order $\varepsilon$ and vanishes as $\varepsilon\to0$. The volume integrals converge in the same limit: the strongest singularity comes from $\nabla V\sim1/r^2$, which the volume element $r^2dr$ makes integrable.

As a result $W$ has a second form, in which each side carries one derivative and $V$ is not differentiated:

$$W_{\mu\nu}=\langle(\sigma\cdot p)\chi_\mu|V(\sigma\cdot p)\chi_\nu\rangle. \tag{7}$$

The argument would need to be repeated for a potential more singular than $1/r$, or for basis functions with singular derivatives.

## (d) The kinetically balanced basis

**Return to the original equations (1) and (2). Expand $\psi_L=\sum_\nu a_\nu\chi_\nu$ and $\psi_S=\sum_\nu b_\nu f_\nu$ with**

$$f_\nu=\frac{(\sigma\cdot p)\chi_\nu}{2c}.$$

**Project (1) on the $\chi_\mu$ and (2) on the $f_\mu$, and compare every block with (5).**

**Solution.** This is the restricted kinetically balanced basis: there is one small function for each large one. The upper diagonal block and upper metric are $V$ and $S$ by definition. The upper coupling is

$$\langle\chi_\mu|c(\sigma\cdot p)f_\nu\rangle=\tfrac12\langle\chi_\mu|(\sigma\cdot p)^2\chi_\nu\rangle=T_{\mu\nu}.$$

The lower coupling uses (6) with a vanishing surface term:

$$\langle f_\mu|c(\sigma\cdot p)\chi_\nu\rangle=\tfrac12\langle(\sigma\cdot p)\chi_\mu|(\sigma\cdot p)\chi_\nu\rangle=\tfrac12\langle\chi_\mu|p^2\chi_\nu\rangle=T_{\mu\nu}.$$

The lower metric is

$$\langle f_\mu|f_\nu\rangle=\frac{1}{4c^2}\langle(\sigma\cdot p)\chi_\mu|(\sigma\cdot p)\chi_\nu\rangle=\frac{2T_{\mu\nu}}{4c^2}=\frac{T_{\mu\nu}}{2c^2}.$$

Finally, by (7) and the metric just found,

$$\langle f_\mu|(V-2c^2)f_\nu\rangle=\frac{W_{\mu\nu}}{4c^2}-2c^2\,\frac{T_{\mu\nu}}{2c^2}=\frac{W_{\mu\nu}}{4c^2}-T_{\mu\nu}.$$

All four blocks of the Hamiltonian and both blocks of the metric agree with (5), element by element. This proves the identity. The reason is visible in the projection: $\langle f_\mu|\cdot\rangle$ equals $\langle\chi_\mu|(\sigma\cdot p)/(2c)\,\cdot\rangle$. Multiplying (2) by $(\sigma\cdot p)/(2c)$ and then projecting on $\chi_\mu$ is thus the same act as projecting (2) on $f_\mu$.

## (e) Solutions and spin dependence

**Show that the lower metric is positive definite, that both methods give the same four-component functions, and that the spin dependence of (5) resides in $W$ when the basis consists of real scalar functions times spin functions.**

**Solution.** For any coefficient vector $b$ put $u=\sum_\nu b_\nu\chi_\nu$. Then

$$b^\dagger\frac{T}{2c^2}b=\frac{1}{4c^2}\langle u|p^2u\rangle=\frac{1}{4c^2}\int\sum_k|\partial_ku|^2\,d^3r\ge0 .$$

Equality requires $u$ to be constant. A decaying constant is zero, and linear independence then gives $b=0$. So the metric is positive definite, and the $f_\nu$ are linearly independent whenever the $\chi_\nu$ are.

Since the matrices agree, an eigenvector $(A,B)$ of one problem is an eigenvector $(a,b)$ of the other. The small components agree too:

$$\psi_S=\frac{(\sigma\cdot p)}{2c}\sum_\nu B_\nu\chi_\nu=\sum_\nu B_\nu f_\nu .$$

The normalization $A^\dagger SA+B^\dagger TB/(2c^2)=1$ is the ordinary one, $\langle\psi_L|\psi_L\rangle+\langle\psi_S|\psi_S\rangle=1$.

Now take $\chi_\mu=g_\mu s$ and $\chi_\nu=g_\nu s'$, with real $g$ and spin functions $s,s'$. In (7) the factors $(-i)^*(-i)$ give 1, and the product rule for Pauli matrices gives

$$W_{\mu\nu}=s^\dagger s'\!\int V\,\nabla g_\mu\cdot\nabla g_\nu\,d^3r+i\,(s^\dagger\sigma s')\cdot\!\int V\,\nabla g_\mu\times\nabla g_\nu\,d^3r. \tag{8}$$

The matrices $S$, $T$ and $V$ contain only $s^\dagger s'$. Dropping the second term of (8) therefore removes the spin dependence from the matrix equation and leaves a scalar-relativistic one.

## (f) What the identity depends on

**What happens if the small functions are normalized differently? What happens if (2) is projected on $\chi_\mu$ without the prior multiplication, or if $\psi_S$ itself is expanded in the $\chi_\nu$?**

**Solution.** Let $f'_\nu=\sum_\kappa f_\kappa D_{\kappa\nu}$ with an invertible matrix $D$, and put $C=\mathrm{diag}(1,D)$ in block form. The Hamiltonian and metric of (5), called $H$ and $M$, become $C^\dagger HC$ and $C^\dagger MC$. If $Hx=EMx$, then $y=C^{-1}x$ satisfies $C^\dagger HCy=E\,C^\dagger MCy$. The matrices are no longer identical, but the energies and the four-component functions are unchanged. Literal identity needs the factor $1/(2c)$ chosen above.

The multiplication of (2) is essential. Take a single $s$ Gaussian centred on the nucleus. Projecting the unmultiplied (2) on it gives integrals of $\chi^\dagger(\sigma\cdot p)\chi$ and $\chi^\dagger V(\sigma\cdot p)\chi$. Both integrands are odd under $\mathbf r\to-\mathbf r$, so the whole row reads $0=0$.

In the third scheme the coupling is $cK$, with $K_{\mu\nu}=\langle\chi_\mu|(\sigma\cdot p)\chi_\nu\rangle$, and the small metric is $S$. For large $c$ and fixed $E$ the lower row gives $b=S^{-1}Ka/(2c)$. The upper row then contains $\tfrac12KS^{-1}K$ in the place of $T$. With $u=\sum_\nu a_\nu\chi_\nu$, the quantity $a^\dagger KS^{-1}Ka$ is the squared norm of the projection of $(\sigma\cdot p)u$ on the span of the basis, so it cannot exceed $\|(\sigma\cdot p)u\|^2=2a^\dagger Ta$. The kinetic energy is underestimated unless $(\sigma\cdot p)u$ lies in that span. For the single $s$ Gaussian $K=0$, and the kinetic energy is missing altogether.

## (g) The nonrelativistic limit

**Find the limit of (5) for $c\to\infty$ at fixed $E$, and the first correction to the hydrogen-like 1s energy.**

**Solution.** In the limit the lower row is $TA-TB=0$. Since $T$ is positive definite, $B=A$, and the upper row becomes $(T+V)A=ESA$, the Schrödinger equation in the basis $\chi$. The pseudo-large function tends to the large one.

The terms of order $1/c^2$ are $W/(4c^2)$ in the lower block of the Hamiltonian and $T/(2c^2)$ in the metric. Write the problem as $(H_0+H_1)x=E(M_0+M_1)x$ and multiply its first-order part by $x_0^\dagger$, where $x_0=(A,A)$ and $A^\dagger SA=1$. The change of $x$ drops out because $x_0^\dagger(H_0-E_0M_0)=0$. With $x_0^\dagger M_0x_0=1$ there remains

$$\delta E=x_0^\dagger(H_1-E_0M_1)x_0=\frac{1}{4c^2}\left(A^\dagger WA-2E_0A^\dagger TA\right).$$

For a nondegenerate spatial state with a real function, (8) has no spin term in this expectation value. The exact nonrelativistic 1s function is proportional to $e^{-Zr}$, so $|\nabla\psi|^2=Z^2\psi^2$. With $\langle V\rangle=-Z^2$, $\langle\hat T\rangle=Z^2/2$ and $E_0=-Z^2/2$,

$$\delta E=\frac{1}{4c^2}\left(-Z^4+\frac{Z^4}{2}\right)=-\frac{Z^4}{8c^2}. \tag{9}$$

## (h) One Gaussian, by hand

**Take a point nucleus with $Z=50$, and the single function $\chi=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$ for each spin, with $\alpha=700\ \mathrm{bohr}^{-2}$. Solve (5).**

**Solution.** Here $S=1$ and $\nabla\chi=-2\alpha\mathbf r\chi$. The Gaussian moments are

$$\langle r^2\rangle=\frac{3}{4\alpha},\qquad \langle r^{-1}\rangle=2\sqrt{\frac{2\alpha}{\pi}},\qquad \langle r\rangle=\frac{\langle r^{-1}\rangle}{2\alpha}.$$

Therefore

$$T=\tfrac12\,4\alpha^2\langle r^2\rangle=\tfrac32\alpha=1050,\qquad V=-2Z\sqrt{2\alpha/\pi}=-2111.004,$$
$$W=-4\alpha^2Z\langle r\rangle=2\alpha V=-2.955406\times10^6 .$$

The spin term of (8) vanishes since $\nabla g\times\nabla g=0$. With $c=137.035999$, $W/(4c^2)=-39.345$. The lower diagonal element is $d=-39.345-1050=-1089.345$, and the lower metric is $m=T/(2c^2)=0.0279570$. Energies are in hartree. The determinant condition $(V-E)(d-mE)-T^2=0$ reads

$$mE^2-(d+mV)E+(Vd-T^2)=0,$$

with $d+mV=-1148.362$ and $Vd-T^2=1.197111\times10^6$. The discriminant has the square root $1088.515$, so

$$E=\frac{-1148.362\pm1088.515}{0.0559139}.$$

Evaluated without intermediate rounding, the roots are $-1070.342$ and $-40005.729$ hartree. The upper root is the electronic state; the lower one belongs to the negative-energy branch, near and below $-2c^2$. The first row gives

$$\frac BA=\frac{E-V}{T}=\frac{-1070.342+2111.004}{1050}=0.9911 .$$

In this one-function basis $\phi$ and $\psi_L$ have the same shape by construction, and only their amplitudes differ. The lower row gives $B/A=T/(T-W/(4c^2)+mE)$, in which $-W/(4c^2)=39.3$ and $mE=-29.9$ partly cancel; the result does not show how close the exact $\phi$ is to $\psi_L$. The small component carries the fraction $m(B/A)^2/[1+m(B/A)^2]=0.027$ of the norm.

Now normalize the small function to one, which means $D=\sqrt{2c^2/T}$ in part (f). The coupling becomes $c\sqrt{2T}=6279.778$ and the lower diagonal element $W/(2T)-2c^2=-38965.066$. These numbers look quite different, yet the electronic energy is again $-1070.342$ hartree.

The Schrödinger value with the same Gaussian is $T+V=-1061.004$ hartree. Expanding $\psi_S$ in $\chi$ itself would give $E=V=-2111.004$ hartree, because $K=0$.

## (i) A large basis

**What do larger calculations say about the identity, and what do they say about the quality of the basis?**

**Solution.** The numerical check builds the matrices of part (d) by applying the Dirac operator to explicit four-component functions and integrating on a grid. Those of part (b) come from analytic integrals. Differences between elements are measured relative to the geometric mean of the magnitudes of the two corresponding diagonal elements. For ten spin functions, some displaced from the nucleus so that symmetry does not help, the largest difference in the Hamiltonian is $3.8\times10^{-12}$. For 19 $s$ and 14 $p$ exponents on the nucleus ($n=122$ spin functions) it is $8.4\times10^{-13}$.

The energies in this second basis, against the analytic Dirac values for a point nucleus, are:

| Level | Basis (hartree) | Analytic (hartree) |
|---|---:|---:|
| $1s_{1/2}$ | $-1294.6227$ | $-1294.6261$ |
| $n=2,\ j=1/2$, lower pair | $-326.4951$ | $-326.4948$ |
| $n=2,\ j=1/2$, upper pair | $-326.4933$ | $-326.4948$ |
| $2p_{3/2}$ | $-315.1439$ | $-315.1444$ |

The basis error of the 1s energy, $0.0035$ hartree from the unrounded values, is common to both methods: identical matrices do not make a finite basis complete. The basis also splits the two $j=1/2$ pairs, which are degenerate in the analytic solution, and the lower pair lies $0.0003$ hartree below the analytic value. These energies are therefore not upper bounds. The model leaves out nuclear size, recoil and radiative effects.

With $c$ made ten times larger, the 1s level lies $0.4163$ hartree below the Schrödinger value in the same basis; (9) gives $0.4160$ hartree.

If $\psi_S$ is expanded in the $\chi_\nu$ themselves, eigenvalue number $n+1$, the position held by the 1s level in the balanced basis, is $-37848.3$ hartree. This is below $-2c^2=-37557.7$ hartree, so the position no longer identifies the 1s state. One cause can be stated exactly. The operator $\sigma\cdot p$ conserves $j$ and reverses parity, so it takes a $p_{3/2}$ function to an even-parity $j=3/2$ function, which is orthogonal to all $s$ and $p$ functions. For the $p_{3/2}$ functions $K$ therefore vanishes at any $c$, and their large-component eigenvalues are those of $V$ alone. For a $p$ Gaussian $\langle V\rangle=-\tfrac43Z\sqrt{2\alpha/\pi}$, which is about $-4.9\times10^4$ hartree for the largest $p$ exponent, $\alpha\approx8.5\times10^5\ \mathrm{bohr}^{-2}$. At least four large-component states thus lie below $-37848.3$ hartree. This is not the only cause. In the block that couples large $s$ to small $p_{1/2}$ functions, 19 $s$ functions face only 14 $p$ functions, so for each $m_j$ at least five combinations of $s$ functions are annihilated by $K$ and receive no kinetic energy. In all, 134 eigenvalues lie below $-2c^2$, twelve more than $n$: four from the large $p_{3/2}$ functions and eight from this block. Position $n+1$ itself is held by a pure small-component $p_{3/2}$ state, decoupled for the same parity reason, whose energy is an eigenvalue of $V$ shifted by $-2c^2$.

## Computed results

```
speed of light c = 137.035999 a.u.; nuclear charge Z = 50
ONE GAUSSIAN, exponent 700.0 bohr^-2
T = 1050.000000 hartree
V = -2111.004123 hartree
W = -2955405.7720 a.u.
W/(4c^2) = -39.344840 hartree
W/(4c^2) - T = -1089.344840 hartree
small metric T/(2c^2) = 0.027956961 (dimensionless)
lower energy = -40005.728667 hartree
upper (electronic) energy = -1070.341679 hartree
ratio B/A in electronic state = 0.991107
unit-normalized small function: coupling = 6279.778392 hartree
unit-normalized small function: SS = -38965.066223 hartree
unit-normalized: electronic energy = -1070.341679 hartree
Schroedinger energy T+V, same Gaussian = -1061.004123 hartree
DISPLACED BASIS, 10 spin functions, shift (0.012, -0.008, 0.015) bohr
largest scaled difference of H = 3.8e-12
largest scaled difference of metric = 3.3e-12
operator form of W against matrix form = 1.1e-12
largest spin-dependent element of W = 1462988.255 a.u.
LARGE BASIS: 19 s and 14 p exponents, ratio 2.2
smallest exponent = 30.0 bohr^-2
spin functions n = 122, matrix dimension = 244
largest scaled difference of H = 8.4e-13
largest scaled difference of metric = 1.7e-13
largest difference of ten lowest electronic levels = 1.4e-10 hartree
1s1/2: basis -1294.6227, analytic -1294.6261 hartree
n=2, j=1/2, lower pair: basis -326.4951, analytic -326.4948 hartree
n=2, j=1/2, upper pair: basis -326.4933, analytic -326.4948 hartree
2p3/2: basis -315.1439, analytic -315.1444 hartree
Schroedinger 1s in large basis = -1249.9999 hartree
1s shift with c ten times larger = -0.4163 hartree
leading formula -Z^4/(8c^2) there = -0.4160 hartree
unbalanced basis: eigenvalue number n+1 = -37848.3 hartree
balanced basis: eigenvalue number n+1 = -1294.6227 hartree
```
